# Valley Splitting of a Silicon Delta Layer from Its Confining Potential

**Q:** A phosphorus delta layer in silicon confines electrons along $z$ over a few tenths of a nanometre. The two valleys on that axis lie at $\pm k_0$, far apart in momentum. Why should such a well join them at all?

**A:** Because the donors sit in a sheet, and a sheet of charge has Fourier components at large wavevector. I use Hartree atomic units, smear the donors uniformly in the plane, leave out spin-orbit coupling and take zero in-plane momentum. Let $a$ be the cubic lattice constant, $b=2\pi/a$, and $\psi_+$ the Bloch state at the minimum $+k_0$. Time reversal supplies the other valley state, $\psi_-=\psi_+^*$. The trial state is

$$\Psi=\alpha F(z)\psi_+ +\beta F(z)\psi_-,\qquad \int|F|^2dz=1 .$$

To avoid counting a momentum twice, $F$ contains wavenumbers $|q|<k_0$: one valley owns momenta between $0$ and $2k_0$, the other those between $-2k_0$ and $0$.

Within one valley the band energy is $q^2/2m_l$ above the minimum, and the potential energy $V(z)$ acts on the envelope. To leading order for a slowly varying $F$,

$$-\frac{1}{2m_l}F''+VF=EF .$$

The other valley obeys the same equation, so at this stage the level $E$ is doubly degenerate.

**Q:** The crystal Hamiltonian $H_0$ conserves momentum only up to a reciprocal lattice vector. Along $z$ that vector is $2b$, and your two momentum ranges overlap when shifted by $2b$. Could $H_0$ itself mix the valleys?

**A:** Translations alone do not forbid it, but the fourfold screw axis of the diamond lattice does. Let $S$ rotate by $90^\circ$ about $z$ and shift by $a/4$ along $z$. It leaves the wavevector $(0,0,k_0)$ unchanged, and the conduction state there is nondegenerate, so $S\psi_+=\lambda\psi_+$ with $|\lambda|=1$.

To find $\lambda$, take a mirror plane $M$ containing the $z$ direction. The operation $S'=MSM^{-1}$ rotates by $-90^\circ$ and still shifts by $+a/4$. Since $\psi_+$ is also an eigenstate of $M$, $S'$ has the same eigenvalue $\lambda$. In the product $S'S$ the rotations cancel. What remains is a lattice translation with $z$ component $a/2$, which multiplies $\psi_+$ by $e^{-ik_0a/2}$. Hence

$$\lambda^2=e^{-ik_0a/2},\qquad \lambda=\eta e^{-ik_0a/4},\quad \eta=\pm1 .$$

Complex conjugation gives $S\psi_-=\eta e^{+ik_0a/4}\psi_-$. The functions $e^{iqz}\psi_\pm$ therefore have eigenvalues $\eta e^{-i(\pm k_0+q)a/4}$. Two of these are equal only if the momenta differ by a multiple of $8\pi/a=4b$. Momenta in our two ranges differ by more than zero and less than $4k_0$. With $k_0=0.854\,b$, found below, $4k_0=3.41\,b<4b$. Since $H_0$ commutes with $S$, it has no matrix element between the two parts of $\Psi$, and the two parts are orthogonal.

**Q:** Then the coupling comes from $V$. Is it just the Fourier component $V(2k_0)$?

**A:** No; the envelope density and the Bloch functions enter too. The off-diagonal element is

$$\Delta=\langle F\psi_+|V|F\psi_-\rangle=\int |F|^2V\,P\,dz,\qquad P(z)=\langle\psi_+^*\psi_-\rangle_{xy},$$

where the bracket is an average over the plane. Put the origin at a bond centre, so that inversion makes the plane-wave coefficients real:

$$\psi_+=\sum_{\mathbf G}c(\mathbf G)e^{i(k_0\hat z+b\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}c^2=1 .$$

Here $\mathbf G$ is in units of $b$. Since $\psi_+^*\psi_-=(\psi_+^*)^2$, the product contains $c(\mathbf G)c(\mathbf G')e^{-i[2k_0\hat z+b(\mathbf G+\mathbf G')]\cdot\mathbf r}$. The average keeps terms whose in-plane parts of $\mathbf G+\mathbf G'$ cancel. Writing $G_z+G'_z=-m$ gives

$$P(z)=\sum_m C_me^{-iQ_mz},\quad Q_m=2k_0-mb,\quad C_m=\sum_{\mathbf G}c(\mathbf G)c(-\mathbf G-m\hat z).$$

**Q:** With $m=2$ the wavevector would be $|2k_0-2b|=0.29\,b$. A smooth potential has plenty of weight there. Doesn't that term win?

**A:** Its coefficient vanishes. Applying $S$ to both states in the average moves $P$ by $a/4$ and multiplies it by $(\lambda^*)^2$:

$$P(z-a/4)=e^{ik_0a/2}P(z).$$

From the series, the term $m$ on the left acquires the factor $e^{iQ_ma/4}=e^{ik_0a/2}e^{-im\pi/2}$. Both sides agree only if $e^{-im\pi/2}=1$ or $C_m=0$. Thus $m=0,\pm4,\ldots$ survive, and

$$\boxed{\Delta=\sum_{m=0,\pm4,\ldots}C_m\int|F|^2V\,e^{-iQ_mz}\,dz}$$

A potential that varies within the plane, or a strain that breaks the screw symmetry, can reopen the short wavevector.

**Q:** How does this become an energy splitting? And if I add a constant to $V$, does your $\Delta$ change?

**A:** The two-valley equations are

$$\begin{pmatrix}E&\Delta\\ \Delta^*&E\end{pmatrix}\begin{pmatrix}\alpha\\ \beta\end{pmatrix}=\varepsilon\begin{pmatrix}\alpha\\ \beta\end{pmatrix}.$$

The determinant gives $(E-\varepsilon)^2=|\Delta|^2$, so $\varepsilon=E\pm|\Delta|$ and $E_{VS}=2|\Delta|$.

For the constant, define $\rho_F(p)=\int|F|^2e^{-ipz}dz$. Because $F$ contains $|q|<k_0$, $\rho_F(p)=0$ for $|p|\ge2k_0$. All the allowed $|Q_m|$ are at least $2k_0$. A constant $V_0$ adds $V_0\sum_mC_m\rho_F(Q_m)=0$, so the zero of energy drops out. An envelope with momenta beyond its own valley's range would spoil this.

**Q:** Now give me $V$. What does the donor sheet contribute?

**A:** For $n$ donors per unit area at $z_s$, Poisson's equation for the electron's potential energy in a uniform dielectric is $V''=(4\pi n/\epsilon)\delta(z-z_s)$. With $V(q)=\int Ve^{-iqz}dz$, two derivatives become $-q^2$. Linear screening by the valence electrons replaces $\epsilon$ by $\epsilon(q)$:

$$V(q)=-4\pi n\,w(q)e^{-iqz_s},\qquad w(q)=\frac{1}{\epsilon(q)q^2}.$$

The integral in $\Delta$ is a convolution:

$$\int|F|^2Ve^{-iQz}dz=\int\frac{dp}{2\pi}\rho_F(p)V(Q-p).$$

For a broad envelope $\rho_F$ is concentrated at small $p$. Expand $w(Q-p)=w(Q)-pw'(Q)+\tfrac12p^2w''(Q)-\ldots$. In the first term the phase $e^{ipz_s}$ turns the $p$ integral into $|F(z_s)|^2$. The second is proportional to the slope of $|F|^2$ at $z_s$, which is zero for a layer symmetric about its sheet. The third contains the curvature and is the first correction. To leading order,

$$E_{VS}\simeq8\pi n|F(z_s)|^2\left|\sum_mC_me^{imbz_s}w(Q_m)\right|.$$

The common phase $e^{-2ik_0z_s}$ has dropped out of the modulus. The nearest atomic planes lie at $\pm a/8$ from the bond centre, where $e^{\pm4ib a/8}=e^{\pm i\pi}=-1$, so the $m=\pm4$ terms change sign.

**Q:** The electrons screen the sheet as well. Where is their charge?

**A:** Their cloud adds $+4\pi n_e(q)w(q)$ to $V(q)$. It is built from smooth envelope densities, so it has little weight near $2k_0$. In the example below, the cloud's own matrix element is 0.3% of the total. The cloud does help to set $|F(z_s)|^2$.

**Q:** Why not use silicon's dielectric constant of 11.7 throughout?

**A:** That constant describes slow variations. At $2k_0$ the field reverses every $\pi/2k_0=0.16$ nm, less than a bond length, and the valence electrons screen it less. I use the Resta model,

$$\epsilon(q)=\frac{q_v^2+q^2}{(q_v^2/\epsilon_0)\,\sin(qR)/(qR)+q^2},$$

with $q_v^2=4k_F/\pi$, $k_F$ the free-electron Fermi wavenumber for 32 valence electrons per $a^3$, $\epsilon_0=11.7$, and $R$ fixed by $\sinh(q_vR)/(q_vR)=\epsilon_0$. It tends to $\epsilon_0$ at small $q$ and to 1 at large $q$. At $2k_0$ it gives 2.16. This is a model value: the random-phase response of the pseudopotential crystal used below, without local fields, is roughly 1.75 there, which would raise the leading term by about a quarter.

**Q:** Let me see the crystal numbers, and some evidence that first order suffices.

**A:** The crystal is a local empirical pseudopotential with $a=0.543$ nm and form factors $-0.21$, $0.04$ and $0.08$ Ry at squared reciprocal vectors 3, 8 and 11. Diagonalising it in plane waves gives $k_0=0.854\,b=9.88$ nm$^{-1}$, $m_l=0.873$, $m_t=0.184$, and

$$C_0=-0.160,\qquad C_4=-0.020,\qquad C_{-4}=0.004.$$

The computed $C_{\pm2}$ are below $10^{-13}$, as the screw axis requires. $C_0$ is converged in the plane-wave cutoff but depends on the form factors: the set $-0.2241$, $0.0551$, $0.0724$ Ry gives $|C_0|=0.206$ and, at fixed envelope, a splitting about 40% larger.

For comparison I diagonalised the same crystal plus $V$ in a periodic cell 24 lattice constants long, using the 12 lowest bulk bands at 48 wavevectors. That calculation assumes neither an envelope nor two valleys. For $10^{13}$ donors/cm$^2$ in one plane, with a uniform compensating charge, it gives 0.370 meV. The integral formula gives 0.363 meV, 2% lower, and the closed form 0.362 meV. The comparison checks the reduction to two valleys; it cannot check the pseudopotential or the screening, which both sides share.

**Q:** Suppose the donors do not stay in one plane.

**A:** Let fractions $p_j$ occupy planes $z_j=z_s+ja/4$. The factors $e^{imbz_j}$ are the same on all planes, because $4b\cdot a/4=2\pi$. If $F$ varies little across them, $\Delta$ is multiplied by

$$\mathcal S=\sum_jp_je^{-ij\theta},\qquad \theta=\frac{k_0a}{2}=2.68\ \text{rad}.$$

Neighbouring planes are nearly in antiphase. With a fraction $p$ moved to one neighbour,

$$|\mathcal S|^2=(1-p)^2+p^2+2p(1-p)\cos\theta=1-4p(1-p)\sin^2(\theta/2).$$

The last step uses $(1-p)^2+p^2=1-2p(1-p)$ and $1-\cos\theta=2\sin^2(\theta/2)$. Moving 10% of the donors gives $|\mathcal S|=\sqrt{1-0.36\times0.948}=0.81$ at fixed $F$. An equal division gives $|\cos(\theta/2)|=0.23$.

At $10^{13}$ cm$^{-2}$ the integral formula gives 0.086 meV for two equally filled planes, but the supercell gives 0.103 meV. The formula is now 17% low. The absolute discrepancy, 0.018 meV, is 5% of the one-plane splitting. The leading terms nearly cancel, so the omitted ones matter more; I have not separated which of them is responsible.

**Q:** How should the splitting grow with density?

**A:** As a simple model, take the well to be the triangular potential $f|z-z_s|$ of the bare sheet, with $f=2\pi n/\epsilon_0$. Balancing the kinetic scale $1/(2m_l\ell^2)$ against $f\ell$ gives

$$\ell^3=\frac{1}{2m_lf}=\frac{\epsilon_0}{4\pi m_ln}.$$

Then $|F(z_s)|^2\propto1/\ell\propto n^{1/3}$, and with the explicit factor $n$, $E_{VS}\propto n^{4/3}$. This neglects the electron cloud's effect on the well and the sharper dip caused by weaker screening near the sheet.

**Q:** Now a layer that someone would make.

**A:** Take $1.7\times10^{14}$ phosphorus atoms/cm$^2$ in one atomic plane. A (001) plane holds $2/a^2=6.8\times10^{14}$ sites/cm$^2$, so one site in four is filled. That is roughly the density reached by saturated phosphine dosing.

I solved the envelope and Poisson equations self-consistently in the Hartree approximation at zero temperature. The two $z$ valleys have confinement mass $m_l$; the four in-plane valleys have $m_t$. The lowest $z$-valley level lies 0.331 eV below the Fermi level and the next one 0.014 eV below it. Their spacing, 0.317 eV, far exceeds the splitting found below, as the two-state treatment needs. The envelope has an rms half-width of 0.35 nm and $|F(z_s)|^2=1.33$ nm$^{-1}$; raising the cutoff from $|q|<k_0$ to $2.5\,b$ makes the latter 1.40 nm$^{-1}$.

In practical units $4\pi$ becomes $e^2/\varepsilon_0^{\rm vac}=18.1$ eV nm. With $2k_0=19.76$ nm$^{-1}$,

$$\frac{18.1\times1.7}{2.16\times(19.76)^2}\ \text{eV nm}=36.5\ \text{meV nm}.$$

For $m=4$, $|Q_4|=2.29\,b$ and $\epsilon=1.62$. Relative to $m=0$ its weight is $(1.707/2.293)^2(2.16/1.62)=0.74$. After the sign change it contributes $+0.020\times0.74=+0.015$ beside $C_0=-0.160$. The $m=-4$ term changes the sum by less than 0.001, leaving a modulus of about 0.145. Therefore

$$E_{VS}\simeq2\times36.5\times1.33\times0.145\ \text{meV}\simeq14\ \text{meV}.$$

The full integral gives 14.5 meV, or 0.0145 eV; the closed form is 3% below it. The integral is 40 times the low-density value, while $17^{4/3}=44$. The compensating charge differs between the two cases, so this supports the trend and not the precise exponent.

**Q:** Your envelope is hardly wider than an atomic spacing. Does first order survive?

**A:** For this potential, yes: the supercell gives 15.2 meV, so the formula is 4% low. The relevant product is $2k_0$ times the half-width, about 7. But the potential at the sheet is about 1.2 eV below its value at the cell edge, which is not small beside the pseudopotential's gap of 0.81 eV. Linear valence screening cannot be taken for granted here, and the supercell does not test it.

**Q:** And the physics you left out?

**A:** The first-order formula gives a rough size for some of it, changing one assumption at a time. The 4% agreement found above belongs to the original potential and need not carry over to these cases:

- Adding local exchange for six equivalent valleys, reduced by $\epsilon_0$, gives 14.7 meV.
- Using 11.7 at every wavevector gives 2.7 meV. Most of the change follows from the ratio $11.7/2.16=5.4$.
- Dividing the donors equally between two neighbouring planes, with the layer solved again, gives 3.9 meV from the first-order formula. Do not use this as a prediction: the leading terms nearly cancel, and in so deep a well the omitted terms can be as large as what remains. The splitting falls, but this formula cannot say by how much.

The phosphorus core is less certain. As a sensitivity estimate, remove the donor's Coulomb potential inside a radius $r_c$. Its transform becomes

$$\frac{4\pi}{q}\int_{r_c}^{\infty}\sin(qr)\,dr=\frac{4\pi}{q^2}\cos(qr_c),$$

with a convergence factor at large $r$. For a round $r_c=0.05$ nm the factor at $2k_0$ is 0.55. Applied to the whole result with $F$ fixed, it gives about 8 meV. This is only a rough first-order figure: the other harmonics have their own factors, and the omitted terms need not shrink in proportion.

**Q:** Then what may I say about a real phosphorus layer?

**A:** That this model puts a one-plane layer of uniformly smeared charge near 15 meV, with the core, the screening, the pseudopotential and the smearing itself each capable of moving it by tens of per cent or more. The model gap is well below silicon's rough 1.1 eV; the masses are near the rough accepted values of 0.9 and 0.2. Real layers break the one-plane assumption through segregation and diffusion, and spreading the donors over two planes lowers the splitting by an amount that the first-order formula does not give reliably at this density. Real donors also sit on lattice sites, so even the averaged potential has components at the plane's reciprocal vectors, such as $(1,1,2k_0/b-1)\,b$, whose length $1.58\,b$ is shorter than $2k_0$. These couple the valleys at first order whatever the arrangement. With the same crystal, screening and electron cloud they raise the one-plane splitting to about 35 meV, or to 14–20 meV with the 0.05 nm core removed, so the smeared sheet term is not the whole coupling. The random placement, with a mean spacing of about 0.8 nm, adds a further variation that I have not sized. The thermal energy at 4 K is 0.34 meV, small beside the one-plane splitting, but disorder broadening may still hide the doublet. For a layer in which the sheet term dominates and the envelope stays fixed, keeping the donors in one plane preserves the splitting.
